# Stability limit of the Kümmel-Perdew exchange-potential iteration in a finite basis

## What the units already say

The Kümmel-Perdew iteration improves a local exchange potential by adding a multiple of a residual,

\[
v_x^{\rm new}(x)=v_x(x)+c\,S(x). \tag{1}
\]

The residual \(S\), built below from occupied orbitals and their first-order shifts, has the dimension of a density. The constant \(c\) must therefore be an energy divided by a density: hartree·bohr in one dimension, hartree·bohr³ in three. A constant that works for one system thus has no claim to work for another with a different gap or density. If the excitation gap \(\Delta\) sets the energy and the largest density \(n_{\max}\) sets the density, the limit on \(c\) has the form

\[
c_{\rm limit}=(\text{number})\times\frac{\Delta}{n_{\max}} .
\]

The number depends on the system. It will turn out to be at least 1 while the orbitals are held fixed.

A second argument restricts the potential. Adding a constant to \(v_x\) changes no orbital, so the residual cannot determine that constant. I therefore write

\[
v_x(x)=\sum_t b_t g_t(x),\qquad \int g_tg_u\,dx=\delta_{tu},
\]

and choose the \(g_t\) so that no combination of them is a constant; otherwise the matrix \(X\) defined below is singular. The projected form of (1) is

\[
b_t^{\rm new}=b_t+c\,s_t,\qquad s_t=\int g_tS\,dx. \tag{2}
\]

The naive scheme is to guess \(c\) and repeat (2). To see why it can diverge, we need to know what \(S\) measures.

## The residual as an energy slope

Take a closed-shell system with real, orthonormal spatial orbitals \(\varphi_i\), each doubly occupied. Hartree atomic units are used, and \(w(x,x')\) is the electron repulsion. The orbitals satisfy

\[
h\varphi_i=\varepsilon_i\varphi_i,\qquad
h=-\tfrac12\partial_x^2+v_s,\qquad v_s=v_{\rm ext}+v_H[n]+v_x,
\]

with \(n=2\sum_i\varphi_i^2\) and \(v_H(x)=\int w(x,x')n(x')dx'\). Sums over \(i,j\) run over occupied spatial orbitals. Assume that the levels are nondegenerate and that a gap \(\Delta>0\) separates occupied from unoccupied levels. The energy contains exchange but no correlation:

\[
E=2\sum_i\langle i|{-\tfrac12}\partial_x^2+v_{\rm ext}|i\rangle+\tfrac12\int v_Hn\,dx+E_x,
\]
\[
E_x=-\sum_{ij}\iint\varphi_i(x)\varphi_j(x)\,w(x,x')\,\varphi_i(x')\varphi_j(x')\,dx\,dx'.
\]

Now change the orbitals by \(\delta\varphi_i\). The one-body term gives a factor 4, two from spin and two from the two equal factors \(\varphi_i\). The Hartree term gives \(\int v_H\delta n\,dx\) with \(\delta n=4\sum_i\varphi_i\delta\varphi_i\), again a factor 4. In \(E_x\) the variation can fall on any of four orbital factors, with equal results after relabelling. With the nonlocal exchange operator

\[
Kf(x)=-\sum_j\varphi_j(x)\int w(x,x')\varphi_j(x')f(x')\,dx',
\]

these terms combine into

\[
\delta E=4\sum_i\langle\delta\varphi_i|{-\tfrac12}\partial_x^2+v_{\rm ext}+v_H+K|\varphi_i\rangle
=4\sum_i\langle\delta\varphi_i|h-D|\varphi_i\rangle,\qquad D=v_x-K.
\]

Normalization of real orbitals requires \(\langle\delta\varphi_i|\varphi_i\rangle=0\), so the \(h\) term equals \(\varepsilon_i\langle\delta\varphi_i|\varphi_i\rangle=0\). Hence

\[
\delta E=-4\sum_i\langle\delta\varphi_i|D|\varphi_i\rangle. \tag{3}
\]

If the change comes from a change \(\delta v\) of \(v_s\), first-order perturbation theory gives

\[
(h-\varepsilon_i)\delta\varphi_i=-(\delta v-\langle i|\delta v|i\rangle)\varphi_i. \tag{4}
\]

Define an orbital shift \(\psi_i\) by the same equation with \(D\) as the perturbation:

\[
(h-\varepsilon_i)\psi_i=-(D-\langle i|D|i\rangle)\varphi_i,\qquad \langle\varphi_i|\psi_i\rangle=0. \tag{5}
\]

Because \(\delta\varphi_i\perp\varphi_i\), the average of \(D\) may be subtracted inside (3). Using (5), the symmetry of \(h\), and then (4),

\[
\langle\delta\varphi_i|D|\varphi_i\rangle
=-\langle\delta\varphi_i|(h-\varepsilon_i)\psi_i\rangle
=-\langle(h-\varepsilon_i)\delta\varphi_i|\psi_i\rangle
=\langle\psi_i|\delta v|\varphi_i\rangle .
\]

The average of \(\delta v\) has dropped out because \(\psi_i\perp\varphi_i\). Therefore

\[
\delta E=-\int S\,\delta v\,dx,\qquad S(x)=4\sum_i\varphi_i(x)\psi_i(x). \tag{6}
\]

The residual is minus the slope of the energy with respect to the full potential \(v_s\), and a positive \(c\) moves that potential downhill. The optimized effective potential (OEP) condition is \(S=0\). In the finite potential basis it becomes \(s_t=0\) for every \(t\), which does not force \(S\) to vanish at every point.

There is one qualification. When \(b\) changes and \(v_H\) then relaxes, \(\delta v\) also contains \(\delta v_H\), which need not lie in the span of the \(g_t\). So \(s\) is the downhill slope for direct changes of \(v_s\), not in general the slope of the relaxed energy as a function of \(b\).

The 4 in \(S\) includes both spins. If the sum is taken over one spin, \(S\) is halved and every limit on \(c\) below doubles.

## Solving for the shifts without unoccupied orbitals

The matrix in equation (5) is singular, so a solver that needs an invertible matrix cannot take it as it stands, because \(h-\varepsilon_i\) annihilates \(\varphi_i\). Add \(a|\varphi_i\rangle\langle\varphi_i|\) to the matrix, with \(a>0\) an energy. Projecting the new equation on \(\varphi_i\) gives \(a\langle\varphi_i|\psi_i\rangle=0\), since the right side of (5) is orthogonal to \(\varphi_i\). The added term thus removes the singularity and enforces the required orthogonality, without changing the solution.

For the higher occupied orbitals this matrix still has negative eigenvalues \(\varepsilon_j-\varepsilon_i\) from lower ones, so it is not positive definite, and standard conjugate gradients lose their convergence guarantee. These directions are not needed. The component of \(\psi_i\) along another occupied \(\varphi_j\) is \(-D_{ji}/(\varepsilon_j-\varepsilon_i)\), and the pair \(i,j\) contributes to \(S\)

\[
-4\varphi_i\varphi_j\left[\frac{D_{ji}}{\varepsilon_j-\varepsilon_i}+\frac{D_{ij}}{\varepsilon_i-\varepsilon_j}\right]=0,
\]

because \(D\) is symmetric. One may therefore project all occupied orbitals out of the right side and add \(a\sum_j|\varphi_j\rangle\langle\varphi_j|\) to the matrix. Its eigenvalues are then \(\varepsilon_j-\varepsilon_i+a\) in the occupied space and at least \(\Delta\) in the unoccupied space. All are positive if \(a\) exceeds the width of the occupied levels. The shifts change, but \(S\) does not.

## Why a guessed constant fails

Freeze the orbitals and let only \(v_x\) in \(D\) change. To analyse the iteration, though not to run it, expand the part of \(\psi_i\) that matters in unoccupied orbitals \(\varphi_a\):

\[
\psi_i\to-\sum_a\varphi_a\frac{\langle a|v_x-K|i\rangle}{\varepsilon_a-\varepsilon_i}.
\]

Insert this in \(s_t=4\sum_i\langle i|g_t|\psi_i\rangle\), with \(v_x=\sum_ub_ug_u\):

\[
s=\Lambda-Xb,\qquad
X_{tu}=4\sum_{ia}\frac{\langle i|g_t|a\rangle\langle a|g_u|i\rangle}{\varepsilon_a-\varepsilon_i}, \tag{7}
\]
\[
\Lambda_t=4\sum_{ia}\frac{\langle i|g_t|a\rangle\langle a|K|i\rangle}{\varepsilon_a-\varepsilon_i}.
\]

The same expansion of (4), put into \(\delta n=4\sum_i\varphi_i\delta\varphi_i\), shows that \(X\) is minus the static density response of the Kohn-Sham system, projected on the \(g_t\).

For a vector \(u\) with potential \(u(x)=\sum_tu_tg_t(x)\),

\[
u^TXu=4\sum_{ia}\frac{|\langle a|u|i\rangle|^2}{\varepsilon_a-\varepsilon_i}\ge0 .
\]

Assume that no nonzero \(u\) makes all these couplings vanish. Then \(X\) is positive definite, the frozen problem has the unique solution \(b_*=X^{-1}\Lambda\), and \(s=X(b_*-b)\). With \(e=b-b_*\), the update (2) gives

\[
e^{\rm new}=e+cs=(1-cX)e. \tag{8}
\]

Along an eigenvector of \(X\) with eigenvalue \(\lambda\), each update multiplies the error by \(1-c\lambda\). Every such factor has magnitude below one exactly when \(0<c\lambda<2\) for all \(\lambda\), so convergence from every start requires and is ensured by

\[
\boxed{\,0<c<\frac{2}{\lambda_{\max}(X)}\,}. \tag{9}
\]

This shows how the naive scheme fails. When \(c\) is too large, the potential pattern to which the density responds most strongly is overcorrected. Its error changes sign at each update and grows, even while the other patterns converge.

A very small \(c\) is stable but slow, because the weakly responding patterns have factors close to one. The worst factor is smallest when the two ends of the spectrum are balanced, \(1-c\lambda_{\min}=c\lambda_{\max}-1\), which gives

\[
c_{\rm best}=\frac{2}{\lambda_{\max}+\lambda_{\min}},\qquad
\rho_{\rm best}=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}}. \tag{10}
\]

## Finding the limit before iterating

Building \(X\) from (7) would bring back the unoccupied orbitals. Power iteration avoids this. Replace \(D\) in (5) by the local potential \(u(x)\), solve for the shifts, and form the projected residual \(s[u]\). By (7) without its exchange source, \(Xu=-s[u]\). Repeated application and normalization turn a general starting \(u\) towards the leading eigenvector, and \(u^TXu\) tends to \(\lambda_{\max}\).

A cruder estimate follows from the gap and the density. For \(\sum_tu_t^2=1\), replace each denominator by its smallest value \(\Delta\), then extend the sum over \(a\) to a complete set, which can only increase it (Bessel's inequality):

\[
u^TXu\le\frac4\Delta\sum_i\int u^2\varphi_i^2\,dx
=\frac2\Delta\int n\,u^2\,dx\le\frac{2n_{\max}}{\Delta}. \tag{11}
\]

Hence \(0<c<\Delta/n_{\max}\) is sufficient for frozen orbitals. This is the form fixed by the units. It needs one unoccupied level, but no unoccupied orbital in the update.

Equation (11) also shows one cause of slow convergence. A trial potential concentrated where the density is small has a small \(u^TXu\), and \(\lambda_{\min}\) can be no larger than that value. If the basis contains such a potential, one constant has to serve both it and the strongly responding region. A second cause is hidden in (11), because every denominator there was replaced by \(\Delta\): a sharply varying potential couples occupied orbitals mainly to high unoccupied levels, and the large \(\varepsilon_a-\varepsilon_i\) in (7) then make \(u^TXu\) much smaller than the bound.

The opposite danger is a closing gap. Let \(i\) and \(a\) be the two levels at the gap and choose \(u_t\propto\langle i|g_t|a\rangle\). Keeping that single term of (7) gives \(\lambda_{\max}\ge4\sum_t\langle i|g_t|a\rangle^2/\Delta\). If this coupling stays finite as \(\Delta\to0\), the allowed \(c\) shrinks to zero.

## When the orbitals respond

The complete calculation recomputes the orbitals and \(v_H\) after each change of \(v_x\), so \(X\) and \(\Lambda\) also change. If \(v_H\) is made self-consistent at every \(b\), the relevant matrix near a solution is \(J=-ds/db\), evaluated with this relaxation included. A scheme that makes only one Hartree mixing pass per update iterates \(b\) and \(v_H\) together and has a different limit: for the model below, with half mixing, 2.77 instead of 2.50 hartree·bohr. To first order \(e^{\rm new}=(1-cJ)e\). The matrix \(J\) need not be symmetric, so its eigenvalues \(\mu\) may be complex. The condition \(|1-c\mu|^2=1-2c\,{\rm Re}\,\mu+c^2|\mu|^2<1\) gives, for positive \(c\),

\[
c<\min_\mu\frac{2\,{\rm Re}\,\mu}{|\mu|^2},\qquad\text{provided all }{\rm Re}\,\mu>0. \tag{12}
\]

If some \({\rm Re}\,\mu\) is negative, no positive constant gives local convergence. Condition (12) is local and does not guarantee convergence from a distant start. The frozen limit (9) is then a guide to the step size, not a proof for the whole cycle. This suggests a constant with a margin, \(c=1/\lambda_{\max}\), which is half the frozen limit:

1. Set \(b=0\) and make \(v_H\) self-consistent.
2. Find \(\lambda_{\max}\) by power iteration with the occupied orbitals, and set \(c=1/\lambda_{\max}\).
3. Solve the shift equations and form \(s\). Stop if \(\|s\|\) is below the tolerance.
4. Replace \(b\) by \(b+cs\), make \(v_H\) self-consistent at this fixed \(v_x\), and return to 3.

In the model below, the Hartree potential in step 4 is mixed, with half of its computed change added at each pass. Each pass multiplies the error of \(v_H\) by \(1-\tfrac12(1+\nu)\), where \(\nu\ge0\) is an eigenvalue of \(w\) times minus the density response, so half mixing converges only while \(\nu<3\). The model has \(\nu\le0.48\) at \(v_x=0\). The same four electrons in a box of 12 bohr with slope 1/12 hartree/bohr reach \(\nu=5.5\) and need a smaller mixing fraction. If the \(g_t\) are not orthonormal, \(s\) must first be multiplied by the inverse of their overlap matrix, so that the update remains the projection of \(cS\).

## Four electrons in a box

The model has four electrons in a box of length 5 bohr, an external potential of slope 0.2 hartree/bohr, and the repulsion \(1/\sqrt{1+(x-x')^2}\) with \(x\) in bohr. The orbitals use 24 sine functions and \(v_x\) uses six cosines. The numerical check checks the derived formulas against energy differences, density differences and sums over states.

At \(v_x=0\), \(\lambda_{\max}=1.0059\) and \(\lambda_{\min}=0.0524\) in units of 1/(hartree·bohr). Thus

\[
c_{\rm limit}=\frac{2}{1.0059}=1.988,\qquad
c_{\rm best}=\frac{2}{1.0059+0.0524}=1.890\ \text{hartree·bohr}.
\]

The gap of 0.940 hartree and largest density of 1.361 bohr⁻¹ give the sufficient value \(0.940/1.361=0.691\) hartree·bohr. The true frozen limit is 2.9 times larger. At 0.98 of that limit the measured error factor is 0.960, and at 1.02 it is 1.040, as \(|1-1.96|\) and \(|1-2.04|\) require. With \(\kappa=19.19\), the best factor is \(18.19/20.19=0.901\), also as measured.

The self-consistent run used \(c=1/1.0059=0.994\) hartree·bohr and reached \(\|s\|<10^{-9}\) bohr\(^{-1/2}\) after 298 updates. Between updates 20 and 100 the residual fell from \(1.50\times10^{-3}\) to \(2.33\times10^{-5}\), a mean factor of \((0.0155)^{1/80}=0.949\) per update. The frozen estimate for the slowest mode at the start is \(1-0.994\times0.0524=0.948\). This is only a guide, since these updates are governed by \(J\) near the solution, not by the starting \(X\). The eigenvalues \(\mu\) of \(J\) are real and positive here, and the relaxed limit given below fixes the largest as \(2/2.502=0.799\) in units of 1/(hartree·bohr). Every factor \(1-c\mu\) therefore lies between 0.20 and 1, and a factor near 0.95 can come only from a small \(\mu\). The weakly responding patterns thus account for the length of the run.

At the solution the frozen limit is 2.117 hartree·bohr. With relaxation it is 2.502 hartree·bohr, or 36.0 eV·Å, which is 18% higher. All eigenvalues of \(J\) are real here. Steps at 0.95 and 1.05 of the relaxed limit gave error factors of 0.900 and 1.100 near the solution. Relaxation therefore widens the stable range in this model; the calculation does not show that it must do so elsewhere.

The final energy is 7.48440 hartree, against 7.48334 hartree for Hartree-Fock in the same orbital basis. The excess of 1.06 millihartree has the required sign, since Hartree-Fock minimizes the same energy without requiring the orbitals to share a local potential. This excess includes both that requirement and the restriction to six cosines. A separate minimization that used energies and no orbital shifts, with the final \(v_H\) as fixed reference, arrived at the same potential within its tolerance.

## Enlarging the potential basis

Adding functions to a nested potential basis enlarges the set of vectors over which \(u^TXu\) is maximized and minimized. So \(\lambda_{\max}\) cannot fall and \(\lambda_{\min}\) cannot rise. With the final orbitals frozen, the model gives:

| Cosines | Limit on \(c\) (hartree·bohr) | \(\kappa\) |
|---|---:|---:|
| 4 | 2.68 | 4.4 |
| 6 | 2.12 | 19 |
| 8 | 2.10 | 48 |
| 12 | 2.10 | 188 |

From six functions onward the limit hardly moves, while convergence slows considerably. For twelve functions the best factor from (10) is \(187/189=0.989\). A stable constant therefore does not ensure a practical number of updates.

A finite orbital basis imposes a further restriction. If the potential basis contains a nonzero \(u\) whose couplings \(\langle a|u|i\rangle\) all vanish, then \(Xu=0\) and, by (7), \(u^T\Lambda=0\). The residual has no component along \(u\), and with frozen orbitals the iteration leaves that part of \(v_x\) at its starting value. This must happen once there are more potential functions than occupied-unoccupied pairs. A small residual then shows that the projected condition is met, but not that the potential is unique.

## Calculated quantities

```
MODEL
box length = 5.0 bohr
external slope = 0.2 hartree/bohr
electrons = 4, orbital functions = 24
potential functions = 6
FROZEN ORBITALS AT v_x = 0
gap = 0.94023 hartree
largest density = 1.36080 1/bohr
lambda_max = 1.00586 1/(hartree bohr)
lambda_max by power iteration = 1.00586 1/(hartree bohr)
lambda_min = 0.05242 1/(hartree bohr)
condition number = 19.187
stability limit on c = 1.98835 hartree bohr
safe constant gap/n_max = 0.69094 hartree bohr
best constant = 1.88985 hartree bohr
0.98 limit: error factor 0.96000, predicted 0.96000
1.02 limit: error factor 1.04000, predicted 1.04000
best c: error factor 0.90092, predicted 0.90093
SELF-CONSISTENT ITERATION
constant used = 0.99417 hartree bohr
updates to residual norm below 1e-9 = 298
update 0: |s| = 6.560e-02 bohr^-1/2, E-E_final = 4.660e-03 hartree
update 1: |s| = 3.517e-02 bohr^-1/2, E-E_final = 1.580e-03 hartree
update 5: |s| = 5.780e-03 bohr^-1/2, E-E_final = 1.419e-04 hartree
update 20: |s| = 1.501e-03 bohr^-1/2, E-E_final = 2.085e-05 hartree
update 100: |s| = 2.331e-05 bohr^-1/2, E-E_final = 6.312e-09 hartree
OEP energy = 7.48440121 hartree
Hartree-Fock energy = 7.48334226 hartree
OEP minus Hartree-Fock = 1.05895 millihartree
final Kohn-Sham gap = 1.00342 hartree
b_1 = -0.007699 hartree bohr^1/2
b_2 = 0.041283 hartree bohr^1/2
b_3 = -0.030116 hartree bohr^1/2
b_4 = 0.151095 hartree bohr^1/2
b_5 = 0.053509 hartree bohr^1/2
b_6 = -0.030305 hartree bohr^1/2
v_x(0.0 bohr) = 0.11243 hartree (zero mean)
v_x(1.0 bohr) = -0.08563 hartree (zero mean)
v_x(2.0 bohr) = 0.05023 hartree (zero mean)
v_x(3.0 bohr) = -0.04526 hartree (zero mean)
v_x(4.0 bohr) = -0.02184 hartree (zero mean)
v_x(5.0 bohr) = 0.09258 hartree (zero mean)
LIMITS AT THE SOLUTION
frozen orbitals: c < 2.11724 hartree bohr
relaxed orbitals: c < 2.50247 hartree bohr
relaxed limit = 36.0347 eV angstrom
relaxed/frozen limit = 1.18195
largest imaginary part of J = 0.0e+00 1/(hartree bohr)
0.95 relaxed limit: error factor 0.90000
1.05 relaxed limit: error factor 1.09999
POTENTIAL BASIS SIZE, FINAL ORBITALS FROZEN
4 functions: limit 2.68494 hartree bohr, condition 4.44
6 functions: limit 2.11724 hartree bohr, condition 18.99
8 functions: limit 2.10192 hartree bohr, condition 47.66
12 functions: limit 2.10054 hartree bohr, condition 188.42
```
